# Blue-moon reweighting and the curvature term for a bond angle

## The discrepancy to be explained

A model triatomic A–B–C at 300 K is held at a bond angle of 70°. The average constraint force conjugate to the angle is $-9.10$ kJ/mol/rad, but the slope of the free energy at that angle is $-7.89$ kJ/mol/rad. Adding the curvature correction to the plain average gives $-6.98$, which misses on the other side. The right slope needs both the curvature correction and a weight $Z^{-1/2}$ on every sample.

The model has masses 20, 10 and 30 u for A, B and C. Three harmonic springs, each with energy $\tfrac12k(d-d_0)^2$, act between the atoms:

- AB: $k=2000$ kJ/mol/nm², $d_0=0.30$ nm
- BC: $k=3000$ kJ/mol/nm², $d_0=0.25$ nm
- AC: $k=500$ kJ/mol/nm², $d_0=0.40$ nm

These are round parameters for classical atoms, not a particular molecule. Energies are molar, so $kT=2.494$ kJ/mol.

## Two ensembles on one surface

Let $r$ be the column of $n$ Cartesian coordinates, $M$ the diagonal mass matrix, $V(r)$ the potential and $\beta=1/kT$. The coordinate $\xi(r)$ is smooth near the surface $\xi=s$. Define

$$g=\nabla\xi,\quad H=\nabla\nabla\xi,\quad Z=g^TM^{-1}g,\quad G=\frac{g^TM^{-1}HM^{-1}g}{Z^2},$$

with $g\neq0$ on the surface. The conditional ensemble consists of those configurations of the free system that happen to have $\xi=s$. Its weight is $e^{-\beta V}\delta(\xi-s)\,dr$. The constrained ensemble is the canonical ensemble of a system in which $\xi$ is held at $s$, so that $\dot\xi=0$ as well. Only this one constraint is present.

To find the constrained weight, use coordinates $(q,\xi)$, with $q$ having $n-1$ components, and let $J=\partial r/\partial(q,\xi)$. The kinetic energy is

$$K=\tfrac12(\dot q,\dot\xi)\,A\,(\dot q,\dot\xi)^T,\qquad A=J^TMJ .$$

With $\dot\xi=0$, only the $q$ block $A'$ remains. The momenta are $p=A'\dot q$ and the kinetic energy is $\tfrac12p^TA'^{-1}p$. The Gaussian integral over $p$ gives $(2\pi kT)^{(n-1)/2}\sqrt{\det A'}$, so the weight in $q$ is $\sqrt{\det A'}\,e^{-\beta V}dq$.

To return to Cartesian volume, use $dr=|\det J|\,dq\,d\xi$ and $\det A=(\det J)^2\det M$:

$$\sqrt{\det A'}\,dq=\sqrt{\det M}\,\sqrt{\frac{\det A'}{\det A}}\;|\det J|\,dq .$$

By the cofactor rule for an inverse matrix, $\det A'/\det A=(A^{-1})_{\xi\xi}$. Since $A^{-1}=J^{-1}M^{-1}J^{-T}$ and the $\xi$ row of $J^{-1}$ is $g^T$, this element is $g^TM^{-1}g=Z$. The constrained weight is therefore

$$Z^{1/2}e^{-\beta V}\delta(\xi-s)\,dr .$$

The same power follows in phase space, where a factor is easily lost. The constrained system has the measure $dq\,dp_q$, which fixes the momentum $p_\xi$ at the value $p_\xi^*$ that makes $\dot\xi=0$. Because $\dot\xi=Zp_\xi+(\text{terms in }p_q)$,

$$\delta(p_\xi-p_\xi^*)=Z\,\delta(\dot\xi).$$

In the free Maxwell distribution $\dot\xi=g^Tv$ is Gaussian with variance $kTZ$, so its density at zero is $(2\pi kTZ)^{-1/2}$. The product $Z\cdot Z^{-1/2}=Z^{1/2}$ agrees with the first calculation. Using $\delta(\dot\xi)$ without its prefactor would give the inverse power.

Dividing out the extra factor gives, for any configurational observable $O$,

$$\boxed{\langle O\rangle_{\rm cond}=\frac{\langle Z^{-1/2}O\rangle_c}{\langle Z^{-1/2}\rangle_c}}$$

where the subscript $c$ denotes the constrained ensemble. Physically, $1/Z$ is the effective mass for motion along $\xi$. The free system integrates over the velocity $\dot\xi$, and the constrained system does not.

## The mean force as a conditional average

Let $P(s)=C\int e^{-\beta V}\delta(\xi-s)\,dr$ be the probability density of $\xi$, and let $F(s)=-kT\ln P(s)$. Choose the vector field

$$a=M^{-1}g/Z,\qquad a\cdot\nabla\xi=1 .$$

Then $a\cdot\nabla\delta(\xi-s)=\delta'(\xi-s)$, whereas $\partial_s\delta(\xi-s)=-\delta'(\xi-s)$. Integration by parts, with vanishing boundary terms, gives

$$\frac{dP}{ds}=-C\int e^{-\beta V}a\cdot\nabla\delta(\xi-s)\,dr
=C\int\delta(\xi-s)\,e^{-\beta V}(\nabla\cdot a-\beta a\cdot\nabla V)\,dr .$$

Multiplication by $-kT/P$ yields

$$\frac{dF}{ds}=\langle a\cdot\nabla V-kT\,\nabla\cdot a\rangle_{\rm cond}.$$

For the divergence, differentiate $Z$ to get $\nabla Z=2HM^{-1}g$. The product rule then gives

$$\nabla\cdot a=\frac{{\rm tr}(M^{-1}H)}{Z}-\frac{(M^{-1}g)\cdot\nabla Z}{Z^2}
=\frac{{\rm tr}(M^{-1}H)}{Z}-2G .$$

Hence

$$\frac{dF}{ds}=\Big\langle a\cdot\nabla V-\frac{kT\,{\rm tr}(M^{-1}H)}{Z}+2kTG\Big\rangle_{\rm cond}. \tag{1}$$

## What the multiplier contains

The sign of the multiplier is fixed by

$$M\ddot r=-\nabla V+\lambda g .$$

Differentiating $\dot\xi=g^Tv=0$ once more gives $v^THv+g^T\ddot r=0$. Insert the equation of motion and solve:

$$\lambda=\frac{g^TM^{-1}\nabla V-v^THv}{Z}.$$

The velocity term must be averaged at fixed position. In mass-weighted velocities $u=M^{1/2}v$, the kinetic energy is $\tfrac12u^Tu$, and the constraint removes the unit direction $e=M^{-1/2}g/\sqrt Z$. Thus $\langle uu^T\rangle=kT(1-ee^T)$, and

$$\langle vv^T\rangle=kT\Big(M^{-1}-\frac{M^{-1}gg^TM^{-1}}{Z}\Big).$$

Contracting with $H$ gives $\langle v^THv\rangle=kT[{\rm tr}(M^{-1}H)-ZG]$. The velocity-averaged multiplier is

$$\bar\lambda=a\cdot\nabla V-\frac{kT\,{\rm tr}(M^{-1}H)}{Z}+kTG .$$

It contains one of the two terms $kTG$ in equation (1), so the other must be added. Since $Z$ and $G$ depend on position alone, $\bar\lambda$ may be replaced by the instantaneous $\lambda$ inside the constrained average:

$$\boxed{\frac{dF}{ds}=\frac{\langle Z^{-1/2}(\lambda+kTG)\rangle_c}{\langle Z^{-1/2}\rangle_c}} \tag{2}$$

If a code uses $M\ddot r=-\nabla V-\lambda g$, replace $\lambda$ by $-\lambda$ and leave the sign of $kTG$ unchanged.

The curvature term can also be read as a derivative of the ensemble weight, because

$$a\cdot\nabla\ln Z^{1/2}=\frac{(M^{-1}g)\cdot(2HM^{-1}g)}{2Z^2}=G. \tag{3}$$

Define $F_c=-kT\ln\int Z^{1/2}e^{-\beta V}\delta(\xi-s)\,dr$. Repeating the integration by parts with the extra factor $Z^{1/2}$ subtracts $kTG$ from the integrand of (1) and changes the average to a constrained one. Therefore

$$\frac{dF_c}{ds}=\langle\lambda\rangle_c,\qquad
F=F_c-kT\ln\langle Z^{-1/2}\rangle_c+\text{const}. \tag{4}$$

The unweighted multiplier is thus a true mean force, but for the constrained system's free energy $F_c$.

A distance $\xi=|r_1-r_2|$ between two atoms is a useful special case. There $Z=1/m_1+1/m_2$ is constant, so (3) gives $G=0$ and the weight cancels. Equation (2) reduces to $dF/ds=\langle\lambda\rangle_c$. The geometric contribution is still present inside $\lambda$: the Laplacian of a distance gives ${\rm tr}(M^{-1}H)/Z=2/s$, hence a term $-2kT/s$, as required by the volume factor $s^2$.

## The bond angle

Let $e_1$ and $e_2$ be unit vectors from B to A and from B to C, with bond lengths $r_1$ and $r_2$. Moving A changes $e_1$ by its perpendicular displacement divided by $r_1$. Differentiating $\cos\theta=e_1\cdot e_2$ therefore gives

$$\nabla_A\theta=\frac{\cos\theta\,e_1-e_2}{r_1\sin\theta},\qquad
\nabla_C\theta=\frac{\cos\theta\,e_2-e_1}{r_2\sin\theta}.$$

Translation invariance requires $\nabla_B\theta=-\nabla_A\theta-\nabla_C\theta$. The two outer gradients have lengths $1/r_1$ and $1/r_2$. Their scalar product is

$$\frac{\cos^3\theta-\cos\theta}{r_1r_2\sin^2\theta}=-\frac{\cos\theta}{r_1r_2}.$$

With $\mu_1^{-1}=m_A^{-1}+m_B^{-1}$ and $\mu_2^{-1}=m_C^{-1}+m_B^{-1}$, the sum over atoms is

$$Z=\frac1{\mu_1r_1^2}+\frac1{\mu_2r_2^2}-\frac{2\cos\theta}{m_Br_1r_2}.$$

Equation (3) avoids the Cartesian Hessian. The chain rule for $Z(r_1,r_2,\theta)$ gives

$$G=\frac{Z\,\partial_\theta Z+b_1\partial_{r_1}Z+b_2\partial_{r_2}Z}{2Z^2},
\qquad b_i=(\nabla\theta)^TM^{-1}\nabla r_i .$$

Here $\nabla_Ar_1=e_1$ and $\nabla_Br_1=-e_1$. Since $\nabla_A\theta\cdot e_1=0$, only atom B contributes to $b_1$:

$$b_1=\frac{\nabla_C\theta\cdot e_1}{m_B}=\frac{\cos^2\theta-1}{m_Br_2\sin\theta}=-\frac{\sin\theta}{m_Br_2},
\qquad b_2=-\frac{\sin\theta}{m_Br_1}.$$

The derivatives of $Z$ are

$$\partial_\theta Z=\frac{2\sin\theta}{m_Br_1r_2},\qquad
\partial_{r_1}Z=-\frac2{\mu_1r_1^3}+\frac{2\cos\theta}{m_Br_1^2r_2},$$

and $\partial_{r_2}Z$ follows by exchanging the labels. The bond-length terms add to

$$b_1\partial_{r_1}Z+b_2\partial_{r_2}Z=\frac{2\sin\theta}{m_Br_1r_2}
\Big[\frac1{\mu_1r_1^2}+\frac1{\mu_2r_2^2}-\frac{2\cos\theta}{m_Br_1r_2}\Big]
=\frac{2Z\sin\theta}{m_Br_1r_2}. \tag{5}$$

This equals $Z\,\partial_\theta Z$. The two halves together give

$$\boxed{G=\frac{2\sin\theta}{m_Br_1r_2Z}} .$$

Differentiating $\ln Z^{1/2}$ with respect to $\theta$ at fixed bond lengths would give half of this, because the direction $a$ also moves the bonds.

If $m_B\to\infty$ with the other quantities fixed, $G\to0$, but $Z$ still depends on the bond lengths and the weight remains. If $m_B\to0$ with $r_1=r_2$, then $G\to\sin\theta/(1-\cos\theta)=\cot(\theta/2)$. Multiplying all masses by one factor leaves $G$ unchanged.

## Numbers at 70 degrees

At the AB and BC rest lengths, the three terms of $Z$ are

$$Z=\frac{0.1500}{0.0900}+\frac{0.1333}{0.0625}-\frac{2(0.3420)}{10(0.0750)}
=1.667+2.133-0.912=2.888$$

in 1/(u nm²). Then

$$G=\frac{2(0.9397)}{10(0.0750)(2.888)}=0.868,\qquad kTG=2.16\ \text{kJ/mol/rad}.$$

The ensemble averages include the bond fluctuations. The direct reference is

$$P(\theta)\propto\sin\theta\int r_1^2r_2^2e^{-\beta V}\,dr_1dr_2,$$

where the prefactors are the spherical volume elements of the two bond vectors. Quadrature gives, in kJ/mol/rad:

- Without weights: $-9.099+2.123=-6.975$, rounded from unrounded terms.
- With weights: $-10.018+2.125=-7.892$, again summed before rounding.
- Numerical derivative of $F$: $-7.892$, or $-0.138$ kJ/mol per degree.

The weight hardly changes the mean of $G$, but it lowers the mean of $\lambda$ by 0.92. The constrained mean $-9.099$ also equals the numerical derivative of $F_c$, as (4) requires.

Constrained dynamics tests the ensemble weight without assuming it. With the multiplier taken from the integrator, the reweighted force is $-7.894\pm0.045$, where the uncertainty is one standard error. The unweighted result, $-6.978\pm0.044$, lies about twenty standard errors from the true slope. The mean AB length shows the change of ensemble too: quadrature gives 0.3170 nm constrained and 0.3183 nm conditional, while the dynamics gives 0.3169 and 0.3182 nm, each with standard error 0.0001 nm.

Integrating (2) from 60° to 120° gives $-1.034$ kJ/mol, equal at this precision to the difference obtained from $P(\theta)$. Omitting the curvature term gives $-2.836$; keeping it but omitting the weight gives $-0.323$. The errors are $-1.80$ and $+0.71$ kJ/mol. The numerical output below gives the remaining digits and sampling settings.

## Why stiff bonds do not remove the weight

Stiff bonds make $Z$ nearly constant, which suggests that its weight should cancel. The fluctuations of $\lambda$ prevent this. Let the AB and BC force constants $k_1,k_2$ grow while the other forces stay bounded. To leading order the displacements $\delta r_i$ from the mean bond lengths are independent, with variance $kT/k_i$, and

$$\frac{\delta(Z^{-1/2})}{Z^{-1/2}}\simeq-\sum_i\frac{\partial_{r_i}Z}{2Z}\,\delta r_i,
\qquad
\delta\lambda\simeq\sum_i\frac{b_i}{Z}k_i\,\delta r_i .$$

The first shrinks as $k_i^{-1/2}$ and the second grows as $k_i^{1/2}$. Their covariance stays finite, and by (5) it is

$$-kT\,\frac{\sum_i b_i\,\partial_{r_i}Z}{2Z^2}=-\frac{kT\sin\theta}{m_Br_1r_2Z}=-\frac{kTG}{2}.$$

This covariance is the change in the mean of $\lambda$ on reweighting. The unweighted average of $\lambda+kTG$ therefore exceeds the true mean force by $kTG/2$ in this limit.

With both bond force constants multiplied by 100, the unweighted value is $-8.875$ and the true one $-9.955$ kJ/mol/rad. The excess, 1.080, is 0.499 of $kTG$ at the rest lengths. For the original soft bonds the corresponding fraction is $0.917/2.164=0.42$, so the stiff limit already gives the right size there.

## Implementation and limits of use

For velocity Verlet with a position correction, write the constrained step as

$$r(t+\Delta t)=r+\Delta t\,v-\tfrac12\Delta t^2M^{-1}\nabla V+\eta M^{-1}g,$$

with all quantities on the right taken at time $t$ and $\eta$ chosen so that $\xi=s$ at the new position. Comparison with the equation of motion gives $\lambda=2\eta/\Delta t^2$, up to time-step errors. Here $v$ must already satisfy $g^Tv=0$. Pair this $\lambda$ with $Z$ and $G$ at the old position, and accumulate

$$N=\sum Z^{-1/2}(\lambda+kTG),\qquad D=\sum Z^{-1/2}.$$

The estimate is $R=N/D$. Numerator and denominator are correlated, so the error should not be built from their separate errors. For independent replicas with means $N_i$ and $D_i$, use the scatter of $N_i-RD_i$: its standard deviation, divided by $\bar D$ and by the square root of the number of replicas, is the standard error to leading order.

The time average must represent the canonical constrained ensemble. This requires a thermostat that preserves it and enough time to visit all relevant regions of the surface. Reweighting cannot restore a region that was never sampled. If other constraints are present, such as rigid bonds, the momentum integral and the velocity covariance change, and the single-constraint $Z$ and $G$ used here are not sufficient.

The angle itself is not smooth at $\theta=0$ or $\pi$. The factor $\sin\theta$ in $P$ adds $-kT\ln\sin\theta$ to $F$, so its slope contains $-kT\cot\theta$ and diverges at both ends. At fixed nonzero bond lengths $G$ tends to zero there, so the divergence enters through $\lambda$. If a free energy is wanted relative to the uniform distribution of directions, add $kT\ln\sin\theta$ to $F$, or $kT\cot\theta$ to the mean force, after the reweighted average (2), called the blue-moon mean force in the program, has been formed.

## Table of computed values

```
temperature: 300 K;  kT: 2.4943 kJ/mol
masses A, B, C: [20. 10. 30.] u
spring AB: k = 2000 kJ/mol/nm^2, rest length = 0.30 nm
spring BC: k = 3000 kJ/mol/nm^2, rest length = 0.25 nm
spring AC: k = 500 kJ/mol/nm^2, rest length = 0.40 nm
constrained angle: 70.0 deg
Z at AB, BC rest lengths: 2.8879 1/(u nm^2)
G at AB, BC rest lengths: 0.8677 (per rad)
kT G at AB, BC rest lengths: 2.1643 kJ/mol/rad
largest relative error, metric ratio against Z: 5.9e-11
QUADRATURE at the constrained angle
<Z^-1/2>_c: 0.60838 u^(1/2) nm
<r1>_c: 0.31699 nm;  <r1>_cond: 0.31832 nm
<lambda>_c: -9.0986 kJ/mol/rad
numerical dF_c/dtheta: -9.0986 kJ/mol/rad
kT <G>_c: 2.1232 kJ/mol/rad
unweighted <lambda + kT G>_c: -6.9754 kJ/mol/rad
reweighted <lambda>: -10.0175 kJ/mol/rad
reweighted kT <G>: 2.1254 kJ/mol/rad
blue-moon mean force dF/dtheta: -7.8922 kJ/mol/rad
numerical dF/dtheta: -7.8922 kJ/mol/rad
dF/dtheta per degree: -0.13774 kJ/mol/deg
CONSTRAINED DYNAMICS (value, standard error)
replicas: 1500;  time step: 0.004 ps;  production: 8.0 ps each
equilibration: 2.0 ps;  velocities redrawn every 0.1 ps
<lambda>_c: -9.102, 0.044 kJ/mol/rad
unweighted <lambda + kT G>_c: -6.978, 0.044 kJ/mol/rad
reweighted mean force: -7.894, 0.045 kJ/mol/rad
<r1>_c: 0.31685, 0.00013 nm
reweighted <r1>: 0.31819, 0.00013 nm
FREE-ENERGY DIFFERENCE F(120 deg) - F(60 deg)
direct, from P(theta): -1.0337 kJ/mol
integrated blue-moon mean force: -1.0337 kJ/mol
reweighted, curvature term omitted: -2.8358 kJ/mol
curvature term kept, weight omitted: -0.3226 kJ/mol
STIFF BONDS (AB and BC force constants times 100)
unweighted <lambda + kT G>_c: -8.8748 kJ/mol/rad
true mean force: -9.9551 kJ/mol/rad
excess divided by kT G at rest lengths: 0.4991
```
